# Does the band gap alone fix the tunnelling decay constant?: a numerical check

```python
# Result under test: two dimerised chains with equal band gaps can have
# different tunnelling decay constants.
#   v, w   : hopping inside a cell and between cells (eV); a : cell length (nm)
#   half   : half gap |w-v| (eV); E : energy from midgap (eV)
#   kappa  : amplitude decay constant (1/nm), with
#            sinh(kappa*a/2) = sqrt(half^2-E^2) / (2 sqrt(v w))
#   mass   : band-edge mass hbar^2*half/(v w a^2)
#   gamma  : broadening of each end site by a wide-band contact (eV)
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

unit = 3.0
a = 0.25
cells = 12
length = cells * a
gamma = 6.0
offset = 1.5
bias = 1.0
temperature = 358.0
eps_optical = 4.0
kT = const.k * temperature / const.e
hbar2_over_me = const.hbar**2 / const.m_e / const.e * 1e18  # eV nm^2
chains = {"A": (1 * unit, 2 * unit), "B": (4 * unit, 5 * unit)}


def kappa_formula(v, w, E=0.0, delta=0.0):
    half_squared = (w - v)**2 + delta**2
    return 2 / a * np.arcsinh(np.sqrt(half_squared - E**2)
                              / (2 * np.sqrt(v * w)))


def kappa_transfer(v, w, E=0.0, delta=0.0):
    """Decay constant from the site equations, without Bloch's formula."""
    first = np.array([[0, 1], [-w / v, (E - delta) / v]])
    second = np.array([[0, 1], [-v / w, (E + delta) / w]])
    factors = np.linalg.eigvals(second @ first)
    assert np.all(np.abs(np.imag(factors)) < 1e-10)
    assert np.all(np.real(factors) < 0)  # real part of k is pi/a
    return np.log(np.max(np.abs(factors))) / a


def open_chain(v, w, n):
    bonds = np.array([v if i % 2 == 0 else w for i in range(2 * n - 1)])
    return np.diag(bonds, 1) + np.diag(bonds, -1)


def ring_gap(v, w, n=40):
    H = open_chain(v, w, n)
    H[0, -1] = H[-1, 0] = w
    levels = np.linalg.eigvalsh(H)
    return levels[n] - levels[n - 1]


def transmission(v, w, n, E=0.0, drop=0.0):
    """Transmission from the matrix Green function of the open film."""
    H = open_chain(v, w, n).astype(complex)
    H += np.diag(np.linspace(-drop / 2, drop / 2, 2 * n))
    H[0, 0] -= 0.5j * gamma
    H[-1, -1] -= 0.5j * gamma
    source = np.zeros(2 * n, dtype=complex)
    source[-1] = 1
    G = np.linalg.solve(E * np.eye(2 * n) - H, source)
    return gamma**2 * abs(G[0])**2


def upper_band(v, w, phase):
    h = v + w * np.exp(-1j * phase)
    return np.linalg.eigvalsh(np.array([[0, h], [np.conj(h), 0]]))[1]


def thermal_factor(v, w, E0):
    """Thermal average of exp(-2 kappa L), divided by its value at E0."""
    k0 = kappa_formula(v, w, E0)

    def integrand(e):
        weight = 1 / (4 * kT * np.cosh(e / (2 * kT))**2)
        return weight * np.exp(-2 * length * (kappa_formula(v, w, E0 + e) - k0))
    return quad(integrand, -1, 1, points=[0], epsabs=1e-11, limit=200)[0]


# Image energy at the film centre: formula against an explicit image sum
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9  # eV nm
image = coulomb * np.log(2) / (eps_optical * length)
n_image = np.arange(1, 200001)
image_sum = -np.sum((-1.0)**n_image / (n_image * length))
image_sum *= coulomb / eps_optical
assert abs(image_sum / image - 1) < 1e-5

data = {}
for name, (v, w) in chains.items():
    half = w - v
    gap = ring_gap(v, w)
    assert abs(gap - 2 * half) < 1e-9

    # Complex band, including an ionic chain with the same gap and product
    energies = np.linspace(-0.95 * half, 0.95 * half, 39)
    direct = np.array([kappa_transfer(v, w, E) for E in energies])
    assert np.allclose(direct, kappa_formula(v, w, energies), rtol=1e-8)
    assert np.argmax(direct) == 19  # the maximum is at midgap
    even = np.sqrt(v * w)
    ionic = np.array([kappa_transfer(even, even, E, half) for E in energies])
    assert np.allclose(ionic, direct, rtol=1e-8)
    mixed = kappa_transfer(v, w, 0.7, 1.1)
    assert abs(mixed / kappa_formula(v, w, 0.7, 1.1) - 1) < 1e-8
    kappa = kappa_transfer(v, w)
    assert abs(kappa * a - np.log(w / v)) < 1e-10

    # Doubling both hoppings doubles the gap but not the midgap decay
    double_gap = ring_gap(2 * v, 2 * w)
    double_kappa = kappa_transfer(2 * v, 2 * w)
    assert abs(double_gap - 2 * gap) < 1e-9
    assert abs(double_kappa - kappa) < 1e-10

    # Band-edge mass against finite differences of the diagonalised band
    mass = hbar2_over_me * half / (v * w * a**2)
    step = 1e-3
    curvature = (upper_band(v, w, np.pi + step)
                 + upper_band(v, w, np.pi - step)
                 - 2 * upper_band(v, w, np.pi)) / (step / a)**2
    assert abs(hbar2_over_me / curvature / mass - 1) < 1e-4
    two_band = np.sqrt(mass * half / hbar2_over_me)
    parabolic = np.sqrt(2 * mass * half / hbar2_over_me)
    assert 0 < two_band / kappa - 1 < half**2 / (24 * v * w)
    tunnel_mass = hbar2_over_me * kappa**2 / (2 * half)

    # Film transmission for both choices of end bond
    thin, thick = (15, 25) if name == "A" else (40, 60)
    for inner, outer in ((w, v), (v, w)):
        x = gamma / 2 * outer**(cells - 1) / inner**cells
        closed = 4 * x**2 / (1 + x**2)**2
        assert abs(transmission(inner, outer, cells) / closed - 1) < 1e-7
        for E in (0.0, offset):
            slope = np.log(transmission(inner, outer, thin, E)
                           / transmission(inner, outer, thick, E))
            slope /= 2 * a * (thick - thin)
            assert abs(slope / kappa_transfer(v, w, E) - 1) < 1e-4
    strong = transmission(w, v, cells)
    weak = transmission(v, w, cells)
    tilted = transmission(w, v, cells, drop=bias)

    # Transverse average under kappa^2 -> kappa^2 + k_parallel^2
    modes = (kappa / (2 * length) + 1 / (4 * length**2)) / (2 * np.pi)
    numeric = quad(lambda k: k / (2 * np.pi) * np.exp(
        -2 * length * (np.sqrt(kappa**2 + k**2) - kappa)), 0, 40,
        limit=200)[0]
    assert abs(numeric / modes - 1) < 1e-6

    k_off = kappa_transfer(v, w, offset_energy := half - offset)
    k_image = kappa_transfer(v, w, offset_energy + image)
    data[name] = dict(
        gap=gap, mass=mass, kappa=kappa, two=two_band, par=parabolic,
        mt=tunnel_mass, exp=np.exp(-2 * kappa * length), strong=strong,
        weak=weak, tilt=tilted / strong, modes=modes, koff=k_off,
        expoff=np.exp(-2 * k_off * length),
        heat=thermal_factor(v, w, offset_energy),
        image=np.exp(2 * length * (k_off - k_image)),
        dgap=double_gap, dkappa=double_kappa)

A, B = data["A"], data["B"]
assert abs(A["gap"] - B["gap"]) < 1e-9
assert A["kappa"] > 3 * B["kappa"]

print(f"cell length {a:.2f} nm; film {length:.2f} nm; cells {cells}")
print(f"contact broadening {gamma:.1f} eV; energy unit {unit:.1f} eV")
for name, (v, w) in chains.items():
    d = data[name]
    print(f"{name}: hoppings {v:.1f}, {w:.1f} eV; gap {d['gap']:.3f} eV")
    print(f"{name}: midgap kappa*a {d['kappa'] * a:.4f} (no unit)")
    print(f"{name}: midgap kappa {d['kappa']:.4f} 1/nm")
    print(f"{name}: band-edge mass {d['mass']:.5f} m_e")
    print(f"{name}: midgap parabolic mass {d['mt']:.5f} m_e")
    print(f"{name}: two-band kappa estimate {d['two']:.4f} 1/nm")
    print(f"{name}: parabolic kappa estimate {d['par']:.4f} 1/nm")
    print(f"{name}: midgap exp(-2 kappa L) {d['exp']:.3e}")
    print(f"{name}: doubled hoppings: gap {d['dgap']:.3f} eV")
    print(f"{name}: doubled hoppings: kappa {d['dkappa']:.4f} 1/nm")
    print(f"{name}: full T, strong end bonds {d['strong']:.3e}")
    print(f"{name}: full T, weak end bonds {d['weak']:.3e}")
    print(f"{name}: T factor from bias, strong ends {d['tilt']:.3f}")
    print(f"{name}: transverse mode density {d['modes']:.4f} 1/nm^2")
    print(f"{name}: kappa below band edge {d['koff']:.4f} 1/nm")
    print(f"{name}: exp(-2 kappa L) there {d['expoff']:.3e}")
    print(f"{name}: thermal factor there {d['heat']:.4f}")
    print(f"{name}: image-force factor there {d['image']:.3f}")
print(f"kappa ratio A/B, midgap {A['kappa'] / B['kappa']:.4f}")
print(f"mass ratio A/B {A['mass'] / B['mass']:.3f}")
print(f"exponential ratio B/A, midgap {B['exp'] / A['exp']:.3e}")
print(f"full T ratio B/A, strong ends {B['strong'] / A['strong']:.3e}")
print(f"full T ratio B/A, weak ends {B['weak'] / A['weak']:.3e}")
print(f"mode density ratio A/B {A['modes'] / B['modes']:.3f}")
print(f"exponential ratio B/A, offset {B['expoff'] / A['expoff']:.3e}")
print(f"B thickness for A exponent {length * A['kappa'] / B['kappa']:.3f} nm")
print(f"energy below conduction edge {offset:.2f} eV")
print(f"bias {bias:.2f} V; field {bias / length * 10:.3f} MV/cm")
print(f"temperature {temperature:.0f} K; kT {kT:.5f} eV")
print(f"over-barrier Boltzmann factor {np.exp(-offset / kT):.3e}")
print(f"optical permittivity {eps_optical:.1f}; image shift {image:.4f} eV")
print("PASS")
```

Running it gives:

```
cell length 0.25 nm; film 3.00 nm; cells 12
contact broadening 6.0 eV; energy unit 3.0 eV
A: hoppings 3.0, 6.0 eV; gap 6.000 eV
A: midgap kappa*a 0.6931 (no unit)
A: midgap kappa 2.7726 1/nm
A: band-edge mass 0.20320 m_e
A: midgap parabolic mass 0.09763 m_e
A: two-band kappa estimate 2.8284 1/nm
A: parabolic kappa estimate 4.0000 1/nm
A: midgap exp(-2 kappa L) 5.960e-08
A: doubled hoppings: gap 12.000 eV
A: doubled hoppings: kappa 2.7726 1/nm
A: full T, strong end bonds 2.384e-07
A: full T, weak end bonds 9.537e-07
A: T factor from bias, strong ends 1.071
A: transverse mode density 0.0780 1/nm^2
A: kappa below band edge 2.4127 1/nm
A: exp(-2 kappa L) there 5.164e-07
A: thermal factor there 1.0203
A: image-force factor there 1.310
B: hoppings 12.0, 15.0 eV; gap 6.000 eV
B: midgap kappa*a 0.2231 (no unit)
B: midgap kappa 0.8926 1/nm
B: band-edge mass 0.02032 m_e
B: midgap parabolic mass 0.01012 m_e
B: two-band kappa estimate 0.8944 1/nm
B: parabolic kappa estimate 1.2649 1/nm
B: midgap exp(-2 kappa L) 4.722e-03
B: doubled hoppings: gap 12.000 eV
B: doubled hoppings: kappa 0.8926 1/nm
B: full T, strong end bonds 1.180e-03
B: full T, weak end bonds 3.778e-01
B: T factor from bias, strong ends 1.015
B: transverse mode density 0.0281 1/nm^2
B: kappa below band edge 0.7734 1/nm
B: exp(-2 kappa L) there 9.654e-03
B: thermal factor there 1.0031
B: image-force factor there 1.093
kappa ratio A/B, midgap 3.1063
mass ratio A/B 10.000
exponential ratio B/A, midgap 7.923e+04
full T ratio B/A, strong ends 4.949e+03
full T ratio B/A, weak ends 3.961e+05
mode density ratio A/B 2.775
exponential ratio B/A, offset 1.870e+04
B thickness for A exponent 9.319 nm
energy below conduction edge 1.50 eV
bias 1.00 V; field 3.333 MV/cm
temperature 358 K; kT 0.03085 eV
over-barrier Boltzmann factor 7.649e-22
optical permittivity 4.0; image shift 0.0832 eV
PASS
```
